# Interface Dipole Lattices: Uniform Potential Step and Decaying Lateral Variation

**Setting.** A flat interface at \(z=0\) separates a barrier film (\(z<0\), relative permittivity \(\epsilon_1\)) from a low-k dielectric (\(z>0\), \(\epsilon_2\)). Both are treated as uniform, isotropic continua. Identical dipoles normal to the interface occupy an infinite square lattice of spacing \(a\). Each consists of a charge \(+q\) at \(z=h_2\) directly above a charge \(-q\) at \(z=-h_1\), with \(q\) in units of the elementary charge \(e\). These are the final charges, after any mutual polarization of the dipoles.

The electrostatic potential \(\phi\) obeys

\[
\nabla\cdot(\epsilon\nabla\phi)=-4\pi K\rho ,
\]

where \(\rho\) is the charge density in units of \(e\) per volume. In Hartree atomic units \(K=1\). For lengths in nm and potentials in V, \(K=e/(4\pi\varepsilon_0)=1.440\) V nm. Lateral position is \(\mathbf R=(x,y)\), and \(r=\sqrt{R^2+z^2}\).

The numerical example takes \(a=0.50\) nm, \(q=0.20\), \(h_1=h_2=0.050\) nm, \(\epsilon_1=5.0\) and \(\epsilon_2=3.0\).

## (a) What is the laterally averaged potential?

*Find the difference between the averaged potentials on the two sides when no external field is applied.*

**Solution.** Averaging over a unit cell removes the lateral derivatives, because the potential is periodic. Each charge sheet has mean density \(\pm q/a^2\), so the average \(\phi_0(z)\) satisfies

\[
(\epsilon\phi_0')'=-s\,[\delta(z-h_2)-\delta(z+h_1)],\qquad s=\frac{4\pi Kq}{a^2}.
\]

Start below the dipoles, where \(\phi_0'=0\). Crossing the negative sheet raises \(\epsilon\phi_0'\) from zero to \(s\). It keeps this value through the dielectric boundary, where there is no free charge, and crossing the positive sheet returns it to zero. Thus \(\phi_0'=s/\epsilon_1\) over the distance \(h_1\) and \(s/\epsilon_2\) over \(h_2\). Integration gives

\[
S\equiv\phi_0(z>h_2)-\phi_0(z<-h_1)
=\frac{4\pi Kq}{a^2}\left(\frac{h_1}{\epsilon_1}+\frac{h_2}{\epsilon_2}\right).
\]

The low-k side, which holds the positive charges, has the higher potential. An electron has potential energy \(-e\phi\), so its levels there are lowered by \(eS\) relative to the barrier.

For the example, \(s=4\pi(1.440)(0.20)/0.25=14.48\) V/nm, and

\[
S=14.48\left(\frac{0.050}{5.0}+\frac{0.050}{3.0}\right)=0.386\ \mathrm V .
\]

## (b) How does each lateral harmonic behave?

*Expand the potential in lateral Fourier components. Find the nonuniform ones outside the charges, then let the dipoles become points at fixed \(S\).*

**Solution.** Write

\[
\phi(\mathbf R,z)=\sum_{\mathbf G}\phi_G(z)e^{i\mathbf G\cdot\mathbf R},\qquad
\mathbf G=\frac{2\pi}{a}(m,n),
\]

with integers \(m,n\) and \(G=|\mathbf G|\). A unit point charge at each lattice site has Fourier coefficient \(1/a^2\) for every \(\mathbf G\). Since two lateral derivatives give \(-G^2\),

\[
(\epsilon\phi_G')'-\epsilon G^2\phi_G=-s[\delta(z-h_2)-\delta(z+h_1)].
\tag{1}
\]

Away from the charges \(\phi_G''=G^2\phi_G\). The solution bounded at large positive \(z\) is \(\phi_G=A_Ge^{-Gz}\); at large negative \(z\) it is proportional to \(e^{Gz}\). Laplace's equation requires the lateral curvature of a ripple to be balanced by normal curvature, so a shorter ripple decays faster.

To find \(A_G\), introduce a source-free solution \(v\) that vanishes at \(z\to-\infty\):

\[
v=\begin{cases}e^{Gz},&z<0\\ \alpha e^{Gz}+\gamma e^{-Gz},&z>0.\end{cases}
\]

Continuity of \(v\) and \(\epsilon v'\) at the interface requires \(\alpha+\gamma=1\) and \(\epsilon_2(\alpha-\gamma)=\epsilon_1\), hence

\[
\alpha=\frac{\epsilon_1+\epsilon_2}{2\epsilon_2},\qquad
\gamma=\frac{\epsilon_2-\epsilon_1}{2\epsilon_2}.
\]

Multiply (1) by \(v\), subtract \(\phi_G\) times the source-free equation for \(v\), and integrate from \(-\infty\) to a point above the charges. The terms in \(G^2\) cancel and the rest is a total derivative:

\[
\epsilon_2(v\phi_G'-v'\phi_G)=-s[v(h_2)-v(-h_1)].
\]

With \(\phi_G=A_Ge^{-Gz}\), the left side is

\[
-\epsilon_2GA_G\left[(\alpha+\gamma e^{-2Gz})+(\alpha-\gamma e^{-2Gz})\right]
=-2\epsilon_2\alpha GA_G=-(\epsilon_1+\epsilon_2)GA_G .
\]

Therefore

\[
A_G=\frac{s}{(\epsilon_1+\epsilon_2)G}
\left[\alpha e^{Gh_2}+\gamma e^{-Gh_2}-e^{-Gh_1}\right].
\tag{2}
\]

For small \(Gh_1\) and \(Gh_2\), the zeroth-order terms in the bracket cancel, since \(\alpha+\gamma=1\). The first-order terms are

\[
G[(\alpha-\gamma)h_2+h_1]
=G\epsilon_1\left(\frac{h_2}{\epsilon_2}+\frac{h_1}{\epsilon_1}\right).
\]

The factor \(G\) cancels, and the point-dipole limit is

\[
A_G\to wS,\qquad w=\frac{\epsilon_1}{\epsilon_1+\epsilon_2}.
\]

Exchanging the two media and reversing the charges gives the amplitude \(-(1-w)S\) on the barrier side. In this limit the medium with the smaller permittivity receives the larger ripple; for finite dipoles with unequal \(h_1\) and \(h_2\) the order can reverse. For equal permittivities the two magnitudes are \(S/2\).

When \(h_1=h_2=h\), as in the example, \(\gamma-1=-\alpha\) turns the bracket in (2) into \(2\alpha\sinh(Gh)\). Since \(2\alpha/(\epsilon_1+\epsilon_2)=1/\epsilon_2\) and, for equal distances, \(wS=sh/\epsilon_2\),

\[
A_G=wS\,\frac{\sinh(Gh)}{Gh}.
\tag{3}
\]

The length of the dipole changes the amplitude, but not the decay rate.

## (c) What pattern survives at large height?

*Identify the leading lateral variation. Compare sites directly above a dipole, above the centre of a cell, and midway between neighbouring dipoles.*

**Solution.** Let \(U_2\) be the uniform potential in the low-k film. The smallest nonzero \(G\) is \(G_1=2\pi/a\), shared by four vectors. Combining opposite vectors into cosines gives

\[
\phi\simeq U_2+2A_{G_1}\left[\cos\frac{2\pi x}{a}+\cos\frac{2\pi y}{a}\right]e^{-2\pi z/a}.
\tag{4}
\]

This exponential is the leading term of a series, so it describes the approach to uniformity and not the whole potential close to the dipoles.

Above a dipole the square bracket is \(2\); above the cell centre \((a/2,a/2)\) it is \(-2\). The atop-minus-hollow difference is therefore

\[
\Delta\phi\simeq8A_{G_1}e^{-2\pi z/a}.
\tag{5}
\]

The shells \((1,1)\) and \((2,0)\), with their symmetry partners, have equal values at these two sites and cancel from the difference. The next contribution comes from the eight vectors of type \((2,1)\), with \(G=\sqrt5\,G_1\). Their phases sum to \(+8\) and \(-8\), so they add \(16A_{\sqrt5G_1}e^{-\sqrt5G_1z}\). Relative to (5), this correction is

\[
2\,\frac{A_{\sqrt5G_1}}{A_{G_1}}\,e^{-2\pi(\sqrt5-1)z/a}.
\tag{6}
\]

At the bridge site \((a/2,0)\) the two cosines in (4) cancel. The four \((\pm1,\pm1)\) vectors then lead, giving

\[
\phi-U_2\simeq-4A_{\sqrt2G_1}e^{-2\sqrt2\pi z/a}.
\]

The potential there approaches its mean faster than at a general site.

## (d) How large is the variation in the example?

*Evaluate the corrugation \(\Delta\phi\), and the height at which its energy equals \(k_BT\) at 300 K.*

**Solution.** The basic values are \(w=5/(5+3)=0.625\), \(wS=0.2413\) V and \(G_1=12.57\ \mathrm{nm}^{-1}\). The decay length is \(a/2\pi=0.0796\) nm. Equation (3) gives an amplitude enhancement of \(1.067\), hence \(A_{G_1}=1.067(0.2413)=0.2575\) V.

An independent calculation sums the potentials of the individual charges and their dielectric images in real space, extrapolated to an infinite lattice:

| Height \(z\) (nm) | Leading term (mV) | Direct sum (mV) |
|---:|---:|---:|
| 0.25 | 89.0 | 94.1 |
| 0.50 | 3.846 | 3.851 |
| 1.00 | 0.00718 | 0.00718 |

At \(z=0.25\) nm the direct sum exceeds the leading term by 5.7%. Equations (3) and (6) attribute most of this to the \((2,1)\) shell: the amplitude ratio is 1.28 and the exponential is 0.0206, so the correction is \(2(1.28)(0.0206)=5.3\%\). Between 0.50 and 1.00 nm, the direct sums give a decay rate of \(12.569\ \mathrm{nm}^{-1}\), against \(2\pi/a=12.566\ \mathrm{nm}^{-1}\).

At the bridge site, direct sums at 0.50 and 0.75 nm give \(17.67\ \mathrm{nm}^{-1}\), slightly below the asymptotic \(17.77\ \mathrm{nm}^{-1}\). The \((2,0)\) shell explains the difference: its contribution there is positive, opposing the leading term, and it weakens that term more at the lower height.

The thermal energy is 25.85 meV. Setting the leading corrugation energy equal to it gives

\[
z_T=\frac{1}{G_1}\ln\frac{8A_{G_1}}{k_BT/e}
=\frac{1}{12.57}\ln\frac{8(0.2575)}{0.02585}=0.348\ \mathrm{nm}.
\]

This is shorter than one lattice spacing. The uniform step remains: direct sums at \(z=\pm1.5\) nm differ by 0.386 V, in agreement with part (a).

## (e) What happens when the dipoles are not perfectly ordered?

*Find the field of one point dipole. Then estimate the potential noise from random vacancies and from random lateral displacements.*

**Solution.** Away from the dipole, \(z/r^3\) solves Laplace's equation. Try \(\phi=C_2z/r^3\) above and \(C_1z/r^3\) below the interface. Both vanish on the plane away from the origin, so the potential is continuous there. Continuity of \(\epsilon\partial_z\phi\) requires \(\epsilon_2C_2=\epsilon_1C_1\).

For \(z>0\) the integral of \(z/r^3\) over a lateral plane is \(2\pi\), and for \(z<0\) it is \(-2\pi\). The argument of part (a), applied to one dipole integrated over the plane, gives a jump \(Sa^2\). Hence \(2\pi(C_1+C_2)=Sa^2\), and

\[
u(\mathbf R,z>0)=C_2\frac{z}{r^3},\qquad C_2=\frac{wSa^2}{2\pi}.
\]

Summing such dipoles at density \(1/a^2\) gives the mean \(U_2=2\pi C_2/a^2=wS\). This fixes the zero of potential left open in (4); the barrier mean is \(-(1-w)S\).

First remove each dipole independently with probability \(f\), keeping the charges of the others fixed; any change in their mutual polarization is neglected. The mean potential is multiplied by \(1-f\), and the variance is \(f(1-f)\sum u^2\). For \(z\) above about \(1.5a\), replace the lattice sum by an integral; at \(z=1.5a\) this changes the rms value by 0.4% here and by about 3% in the displacement sum below, where the error falls to 0.4% at \(z=2a\). With \(t=R^2\),

\[
\sum u^2\simeq\frac{\pi C_2^2z^2}{a^2}\int_0^\infty\frac{dt}{(t+z^2)^3}
=\frac{\pi C_2^2}{2a^2z^2}.
\]

Substituting \(C_2\) gives

\[
\phi_{\rm vac}^{\rm rms}=wS\,\frac az\sqrt{\frac{f(1-f)}{8\pi}}.
\]

Next keep all dipoles, but displace them independently, with root-mean-square displacement \(\sigma\) along each lateral axis. To first order the variance is \(\sigma^2\sum|\nabla_Ru|^2\). Since \(\partial_Ru=-3C_2zR/r^5\),

\[
\sum|\nabla_Ru|^2\simeq\frac{9\pi C_2^2z^2}{a^2}\int_0^\infty\frac{t\,dt}{(t+z^2)^5}
=\frac{3\pi C_2^2}{4a^2z^4},
\]

where writing \(t=(t+z^2)-z^2\) gives the integral as \((1/3-1/4)/z^6=1/(12z^6)\). Thus

\[
\phi_{\rm disp}^{\rm rms}=wS\,\frac{\sigma a}{z^2}\sqrt{\frac{3}{16\pi}}.
\]

At \(z=1.0\) nm, 5% vacancies give

\[
0.2413(0.50)\sqrt{\frac{0.05(0.95)}{8\pi}}=5.24\ \mathrm{mV}.
\]

Displacements with \(\sigma=0.050\) nm give 1.47 mV. Random sampling of 4000 arrangements for each case, with the finite charge pairs on \(61\times61\) sites, gives 5.28 and 1.48 mV.

The vacancy noise is about 730 times the ordered atop-minus-hollow difference of 0.00718 mV at this height, although one is an rms value and the other a peak-to-valley value. A perfect lattice has no nonuniform component with \(G<2\pi/a\). Independent defects supply long-wavelength components, which decay slowly and turn the exponential into a power law. These power laws assume semi-infinite media and hold only for \(z\) much smaller than the distance to any metal: a metal plane 5 nm below the interface raises the vacancy noise by 2% at \(z=1\) nm and by 30% at \(z=10\) nm.

## (f) Where else does the ideal result change?

*Treat a dipole patch of finite width, short-circuited electrodes, and an anisotropic low-k film.*

**Solution.** On the axis of a dipole-covered disc of radius \(b\gg a\), at heights where the lattice ripple has died out, the sum becomes

\[
\phi=\frac{C_2}{a^2}\int_0^b\frac{2\pi Rz\,dR}{(R^2+z^2)^{3/2}}
=wS\left[1-\frac{z}{\sqrt{z^2+b^2}}\right].
\]

The plateau therefore requires \(z\ll b\), together with a height at which the ripple factor \(e^{-2\pi z/a}\) is already small; in the example \(z=2a\) is enough. For \(z\gg b\) the bracket tends to \(b^2/(2z^2)\), and the potential vanishes. With \(b=50\) nm and \(z=1.0\) nm, the deficit is 2.0% of \(wS\), or 4.8 mV; direct summation over the disc also gives 2.0%. This assumes that both media are much thicker than \(b\). Nearby metal changes the result: between the electrodes treated next, the deficit relative to an infinite layer is 0.7% at the same height.

Now place electrodes at \(z=-t_1\) and \(z=t_2\), held at equal electrostatic potential. Let \(D=\epsilon\phi_0'\) outside the dipole layer; it is the same in both films because the layer has no net charge. The potential changes must sum to zero:

\[
S+D\left(\frac{t_1}{\epsilon_1}+\frac{t_2}{\epsilon_2}\right)=0 .
\]

The low-k field is

\[
E_2=-\frac{D}{\epsilon_2}=\frac{S}{t_2+t_1\epsilon_2/\epsilon_1}.
\]

For \(t_1=5\) nm and \(t_2=30\) nm, \(E_2=0.386/33=0.0117\) V/nm, or 0.117 MV/cm. The step is still present, but the potential on either side is now sloped.

If the low-k film has in-plane permittivity \(\epsilon_\parallel\) and normal permittivity \(\epsilon_\perp\), each harmonic obeys \(\epsilon_\perp\phi_G''=\epsilon_\parallel G^2\phi_G\). The leading rate becomes \((2\pi/a)\sqrt{\epsilon_\parallel/\epsilon_\perp}\). A ratio of 1.10 raises it from 12.57 to \(13.18\ \mathrm{nm}^{-1}\), a value also obtained from a finite-difference solution.

## (g) What does this imply for a real low-k interface?

*Judge the example against a dense organosilicate film on a silicon carbonitride barrier.*

**Solution.** Permittivities near 3 and 5 are rough typical values for these materials. The spacing is of atomic scale, while the charge and its distances from the interface are model choices. The 0.386 V step is therefore not a predicted band offset, which also depends on the bulk band positions. Real interfaces of this kind are amorphous, so lattice order is the assumption they break most directly. At 1.0 nm, the assumed 5% vacancies alone raise the lateral variation from micro- to millivolts.

Permittivity matters too. Lowering \(\epsilon_2\) from 3.0 to 2.7, with charges and geometry fixed, raises \(S\) by 27 mV. If such a change occurs in patches much wider than \(a\), the disc result, which neglects the lateral change in permittivity itself, suggests that the low-k side sees about the share \(w\) of this change, 17 mV, fading over heights of the order of the patch width or somewhat less, provided both films are thicker than the patch is wide. Bulk permittivity at 0.05 nm from the interface, where the mean field \(s/\epsilon_2=48\) MV/cm lies far above the macroscopic breakdown field of several MV/cm, is itself only an effective description: with no screening at all, the same charges would give \(14.48(0.10)=1.45\) V. The existence of a step for a net normal dipole density is more secure than its size, whereas the exponential loss of lateral variation requires that the dipole density have no long-wavelength fluctuations. Lattice order guarantees this and independent defects destroy it; a disordered arrangement keeps an exponential decay only if correlations remove all components below some wave number, which then sets the rate. Further values are in the numerical output.

## Calculated quantities

```
Coulomb constant K: 1.439965 V nm
Lattice spacing a: 0.50 nm
Charge q: 0.20 e
Charge distances h1, h2: 0.050, 0.050 nm
Dipole moment: 0.0200 e nm
Relative permittivities e1, e2: 5.0, 3.0
Low-k share w: 0.6250 (dimensionless)
Uniform step S: 0.38603 V
Electron level shift, low-k minus barrier: -0.38603 eV
Step from direct lattice sums: 0.38603 V
Uniform low-k part wS: 0.24127 V
Uniform barrier part -(1-w)S: -0.14476 V
Largest Fourier/direct difference: 2.0e-13 V
Leading decay rate 2 pi/a: 12.5664 1/nm
Decay rate from direct sums: 12.5685 1/nm
Decay length a/(2 pi): 0.07958 nm
Bridge-site rate from direct sums: 17.6735 1/nm
Bridge-site asymptotic rate: 17.7715 1/nm
Finite-pair amplitude / point amplitude: 1.0671
Atop-hollow at z=0.25 nm, direct: 94.07831 mV
Atop-hollow at z=0.25 nm, leading: 89.00668 mV
Atop-hollow at z=0.50 nm, direct: 3.85051 mV
Atop-hollow at z=0.50 nm, leading: 3.84633 mV
Atop-hollow at z=1.00 nm, direct: 0.00718 mV
Atop-hollow at z=1.00 nm, leading: 0.00718 mV
Temperature: 300 K
Thermal energy kT: 25.852 meV
Height where leading corrugation energy is kT: 0.3484 nm
Height for disorder and edge estimates: 1.0 nm
Missing-dipole fraction: 0.05
Vacancy rms, formula: 5.244 mV
Vacancy rms, sampled: 5.284 mV
Lateral displacement rms per axis: 0.050 nm
Displacement rms potential, formula: 1.474 mV
Displacement rms potential, sampled: 1.480 mV
Disc radius: 50 nm
Disc potential deficit, formula: 2.000 %
Disc potential deficit, direct: 1.998 %
Disc potential deficit: 4.824 mV
Changed low-k permittivity: 2.7
Resulting change of step: 26.808 mV
In-plane/normal permittivity ratio: 1.10
Anisotropic decay rate, numerical: 13.1797 1/nm
Barrier and low-k thicknesses: 5, 30 nm
Low-k field with shorted electrodes: 0.1170 MV/cm
```
